# Momentum Relaxation by Screened Charged Line Dislocations in Bulk Semiconductors

## 1. Definitions and conventions

Straight dislocations run along \(z\) through a bulk semiconductor. There are \(N\) of them per unit area, at random positions in the \(xy\) plane. Each carries a uniform charge per length of magnitude \(\lambda\).

- \(e>0\) is the elementary charge, and the carriers are electrons of charge \(-e\).
- \(\mathbf k\) is the part of the wavevector perpendicular to the lines, with \(k=|\mathbf k|\). The full wavevector is \(\mathbf K=(\mathbf k,k_z)\).
- \(V(r)\) is an electron's potential energy at distance \(r\) from one line. It is positive for a negative line.
- \(\varepsilon\) is the static permittivity and \(L\) the screening length.
- \(m=\hbar K/v\) is the mass at the carrier's energy, with \(v\) the speed. In a parabolic band it is the usual effective mass. The band is isotropic.
- \(E_k=\hbar^2k^2/2m\) is an energy scale formed from \(k\) and \(m\).

The result to be derived is

\[
\frac1{\tau(k)}=\frac{N m e^2\lambda^2L^4}{\hbar^3\varepsilon^2}\,\frac{1}{(1+4k^2L^2)^{3/2}} .
\tag{1}
\]

Thus \(\tau\) grows as \((1+4k^2L^2)^{3/2}\) when carriers of different \(k\) are compared at fixed \(L\) and fixed \(m\). In a nonparabolic band, fixed \(m\) means equal total energy, with \(k\) varying through the direction of travel. The derivation assumes linear static screening, elastic scattering to lowest order in \(V\) (the Born approximation), and uncorrelated lines.

## 2. The screened line

Take a negative line. A slowly varying potential energy \(V\) changes the electron density by \(-(\partial n/\partial\mu)V\), where \(\mu\) is the chemical potential. The charge density is therefore

\[
\rho=-\lambda\,\delta^2(\mathbf r)+e\,\frac{\partial n}{\partial\mu}V .
\]

The electrostatic potential is \(-V/e\), so Poisson's equation reads \(\varepsilon\nabla^2V/e=\rho\), or

\[
\nabla^2V-\frac{V}{L^2}=-\frac{e\lambda}{\varepsilon}\delta^2(\mathbf r),
\qquad
\frac1{L^2}=\frac{e^2}{\varepsilon}\frac{\partial n}{\partial\mu}.
\tag{2}
\]

In a Fourier transform over the plane \(\nabla^2\) becomes \(-q^2\), which gives

\[
\tilde V(q)=\frac{e\lambda}{\varepsilon}\frac{1}{q^2+L^{-2}}
=\frac{e\lambda L^2}{\varepsilon}\frac1{1+q^2L^2}.
\tag{3}
\]

In real space the decaying solution is \(V=V_0K_0(r/L)\), with \(K_0\) the modified Bessel function. Near the line \(K_0(r/L)\simeq-\ln(r/L)+\text{const}\), so the flux of \(\nabla V\) through a small circle is \(-2\pi V_0\). By (2) it equals \(-e\lambda/\varepsilon\). Hence

\[
V_0=\frac{e\lambda}{2\pi\varepsilon}.
\tag{4}
\]

A positive line has the opposite sign of \(V\). Since the Born rate contains \(|\tilde V|^2\), it does not depend on this sign.

## 3. Scattering by many lines

Use plane waves in a box of area \(\mathcal A\). The potential does not depend on \(z\), so its matrix element vanishes unless \(k_z'=k_z\). With \(\mathbf q=\mathbf k'-\mathbf k\) and lines at \(\mathbf R_j\), the remaining element is

\[
M=\frac{\tilde V(q)}{\mathcal A}\sum_j e^{-i\mathbf q\cdot\mathbf R_j}.
\]

When the squared sum is averaged over independent uniform positions, the diagonal terms give \(N\mathcal A\). Each off-diagonal term is a product of two averages of \(e^{\pm i\mathbf q\cdot\mathbf R}\), which vanish for \(\mathbf q\ne0\). The lines therefore scatter independently:

\[
W_{\mathbf k\to\mathbf k'}=\frac{2\pi}{\hbar}\frac{N}{\mathcal A}|\tilde V(q)|^2\,\delta(E'-E).
\tag{5}
\]

Because \(k_z\) and the energy are both conserved, \(k'=k\). The derivative of the energy with respect to \(k\) at fixed \(k_z\) is \(\hbar v\,k/K=\hbar^2k/m\), so

\[
\delta(E'-E)=\frac{m}{\hbar^2k}\,\delta(k'-k).
\tag{6}
\]

This holds in a nonparabolic isotropic band too, with the mass defined in section 1.

## 4. Why the factor is \(1-\cos\theta\)

Let a weak field \(F\) act along \(x\), and let \(\varphi\) be the angle of \(\mathbf k\) from \(x\). Write the occupation as \(f=f_0+g\cos\varphi\), where \(g\) depends on \(k\) and \(k_z\) only. For elastic scattering the exclusion factors cancel, and the collision term is

\[
\sum_{\mathbf k'}W\,[f(\mathbf k')-f(\mathbf k)]
=g\sum_{\mathbf k'}W\,[\cos(\varphi+\theta)-\cos\varphi],
\]

with \(\theta\) the scattering angle in the plane. Expand \(\cos(\varphi+\theta)=\cos\varphi\cos\theta-\sin\varphi\sin\theta\). The second term sums to zero, because \(W\) is even in \(\theta\). What is left is \(-g\cos\varphi/\tau\), with

\[
\frac1\tau=\sum_{\mathbf k'}W\,(1-\cos\theta).
\tag{7}
\]

A relaxation time thus solves the linear Boltzmann equation for these scatterers without further approximation. It describes perpendicular momentum. The component \(\hbar k_z\) is not relaxed, and current along the lines needs another mechanism to limit it.

Replace the sum by \(\mathcal A\int k'\,dk'\,d\theta/(2\pi)^2\) and insert (5) and (6). The factor \(k'\) cancels the \(1/k\), and \((2\pi/\hbar)(m/\hbar^2)/(4\pi^2)=m/(2\pi\hbar^3)\):

\[
\frac1\tau=\frac{Nm}{2\pi\hbar^3}\int_0^{2\pi}|\tilde V(q)|^2(1-\cos\theta)\,d\theta,
\qquad q^2=2k^2(1-\cos\theta).
\tag{8}
\]

## 5. The angular integral

Set \(A=1+2k^2L^2\) and \(B=2k^2L^2\). Then \(1+q^2L^2=A-B\cos\theta\), and (3) turns (8) into

\[
\frac1\tau=\frac{Nm}{2\pi\hbar^3}\left(\frac{e\lambda L^2}{\varepsilon}\right)^2 I,
\qquad
I=\int_0^{2\pi}\frac{1-\cos\theta}{(A-B\cos\theta)^2}\,d\theta .
\tag{9}
\]

Start from the simpler integral with the first power below. With \(t=\tan(\theta/2)\), \(\cos\theta=(1-t^2)/(1+t^2)\) and \(d\theta=2\,dt/(1+t^2)\),

\[
\int_0^{2\pi}\frac{d\theta}{A-B\cos\theta}
=\int_{-\infty}^{\infty}\frac{2\,dt}{(A-B)+(A+B)t^2}
=\frac{2\pi}{\sqrt{A^2-B^2}} .
\]

Here \(A\) and \(B\) may be varied independently. Applying \(-\partial/\partial A\) and \(\partial/\partial B\) to both sides gives

\[
\int_0^{2\pi}\frac{d\theta}{(A-B\cos\theta)^2}=\frac{2\pi A}{(A^2-B^2)^{3/2}},
\qquad
\int_0^{2\pi}\frac{\cos\theta\,d\theta}{(A-B\cos\theta)^2}=\frac{2\pi B}{(A^2-B^2)^{3/2}} .
\]

Subtract, then use \(A-B=1\) and \(A+B=1+4k^2L^2\):

\[
I=\frac{2\pi(A-B)}{[(A-B)(A+B)]^{3/2}}=\frac{2\pi}{(1+4k^2L^2)^{3/2}} .
\]

Inserted in (9), this is (1).

## 6. Limits and validity

**Short wavevector, \(kL\ll1\).** Equation (1) tends to the constant \(Nme^2\lambda^2L^4/(\hbar^3\varepsilon^2)\). The Born approximation is delicate here. To logarithmic accuracy, the first correction to the wave at the line, relative to the incident wave, is

\[
\frac{2m}{\hbar^2}\int_0^\infty V_0K_0(r/L)\,\ln\frac1{kr}\;r\,dr\sim\frac{2mV_0L^2}{\hbar^2}\ln\frac1{kL},
\]

because the outgoing Green function in the plane behaves as \((1/2\pi)\ln(1/kr)\) at small \(kr\). This correction must be small. The logarithm grows without bound as \(k\to0\), so for any fixed line charge the Born approximation, and with it the constant rate, fails at small enough \(k\).

**Long wavevector, \(kL\gg1\).** Define the transport cross section \(\sigma\), a length, by \(1/\tau=N(\hbar k/m)\sigma\). With \(e\lambda/\varepsilon=2\pi V_0\) and \(m^2/\hbar^4=k^4/4E_k^2\), equation (1) becomes

\[
\sigma=\pi^2\left(\frac{V_0}{E_k}\right)^2\frac{k^3L^4}{(1+4k^2L^2)^{3/2}}
\;\longrightarrow\;\frac{\pi^2}{8}\left(\frac{V_0}{E_k}\right)^2L .
\tag{10}
\]

Classical mechanics gives the same limit. Consider a nearly straight path along \(x\) at impact parameter \(b\), and let \(G(b)=\int V\,dx\). Integrating (2) over \(x\) gives \(G''-G/L^2=-2\pi V_0\delta(b)\), so \(G=\pi V_0L\,e^{-|b|/L}\). The transverse impulse is \(|G'|/v_\perp\), with \(v_\perp=\hbar k/m\). Dividing by \(\hbar k\), and using \(\hbar k v_\perp=2E_k\), gives the deflection

\[
\theta(b)=\frac{\pi V_0}{2E_k}e^{-|b|/L},
\qquad
\sigma=\int_{-\infty}^{\infty}\frac{\theta^2}{2}\,db=\frac{\pi^2V_0^2L}{8E_k^2}.
\]

In this limit the formula therefore needs small deflections, \(V_0\ll E_k\).

**Changing the carrier density.** In a degenerate gas \(\partial n/\partial\mu=mk_F/\pi^2\hbar^2\), so \(L^2\propto1/k_F\) at fixed mass. For \(k_FL\gg1\), the rate at \(k_F\) varies as \(L/k_F^3\propto k_F^{-7/2}\), which means \(\tau\propto n^{7/6}\) at fixed \(N\) and \(\lambda\). This differs from the \(k^3\) growth at fixed \(L\), because the screening changes as well. The exponent assumes a fixed mass. With the two-band mass of section 8, which grows with \(n\), the local exponent at the density of that example is 1.04 for \(\tau(k_F)\) and 0.79 for \(\tau(k_F)/m_F\).

## 7. From rate to mobility

The field term of the Boltzmann equation gives \(g\cos\varphi=eF\tau v_x\,\partial f_0/\partial E\). The conductivity across the lines is then a sum of \(e^2v_x^2\tau(-\partial f_0/\partial E)\) over states. At zero temperature only the Fermi sphere contributes. There \(k=k_F\sin\alpha\), with \(\alpha\) the angle from the lines, \(v_x^2\propto\sin^2\alpha\), and the surface element supplies another \(\sin\alpha\). Since \(\int_0^\pi\sin^3\alpha\,d\alpha=4/3\),

\[
\mu_\perp=\frac{e\langle\tau\rangle}{m_F},
\qquad
\langle\tau\rangle=\frac34\int_0^\pi\tau(k_F\sin\alpha)\sin^3\alpha\,d\alpha ,
\tag{11}
\]

where \(m_F\) is the mass at the Fermi level. The weight favours carriers that move across the lines, and in (1) these also have the longest \(\tau\).

## 8. Example: a heavily dislocated n-type InAs layer

The inputs are rough typical values: \(n=2\times10^{18}\ \mathrm{cm^{-3}}\), \(N=10^{10}\ \mathrm{cm^{-2}}\), relative permittivity 15, band-edge mass \(m_b=0.023\,m_e\) and gap \(E_g=0.35\) eV. The line charge is a model choice, one electron per \(d=2.5\) nm.

**Mass.** The Fermi wavevector is \(k_F=(3\pi^2n)^{1/3}=0.390\ \mathrm{nm^{-1}}\). A two-band model has \(E(E+E_g)=E_g\hbar^2k_F^2/2m_b\), which gives \(E=0.1695\) eV above the band edge. Differentiating this relation gives

\[
m_F=m_b\left(1+\frac{2E}{E_g}\right)=0.023\,(1+0.969)\,m_e=0.0453\,m_e .
\]

The scale \(E_k\) at \(k_F\) is 0.128 eV, and the Fermi velocity is \(1.00\times10^6\) m/s.

**Potential and screening.** Equation (4) gives \(V_0=0.0768\) eV, so \(e^2/\varepsilon=2\pi V_0d=1.206\) eV nm. Since \(\partial n/\partial\mu=3n/2E_k\),

\[
L=\left[\frac{2(0.1278)}{3(1.206)(0.002)}\right]^{1/2}\mathrm{nm}=5.94\ \mathrm{nm}.
\]

The line spacing, about \(N^{-1/2}=100\) nm, is much larger than this.

**Rate.** Here \(k_FL=2.32\), \(1+4k_F^2L^2=22.5\) and \(V_0/E_k=0.60\). Equation (10) gives \(\sigma\simeq2.5\) nm, and

\[
\frac1\tau=(10^{14}\ \mathrm{m^{-2}})(1.00\times10^6\ \mathrm{m/s})(2.5\times10^{-9}\ \mathrm m)
\simeq2.5\times10^{11}\ \mathrm{s^{-1}} .
\]

The formula's relaxation times at fixed \(L\) are:

| \(k/k_F\) | \(\tau\) (ps) |
|---|---|
| 0 | 0.038 |
| 0.25 | 0.14 |
| 0.5 | 0.61 |
| 1 | 4.1 |

The first three entries show how the formula behaves but are not reliable relaxation times: \(2mV_0L^2/\hbar^2=(V_0/E_k)(k_FL)^2\simeq3.2\) is not small. For the same screened potential, the partial-wave method of section 9 gives 0.12 (repulsive) and 0.20 (attractive) of the Born rate at \(0.25k_F\), and 0.49 and 0.40 of it at \(0.5k_F\). At \(k_F\) the factors are 1.26 and 0.66.

Numerical quadrature of (11) gives \(\mu_\perp=1.18\times10^5\ \mathrm{cm^2/Vs}\), or \(11.8\ \mathrm{m^2/Vs}\), for line-charge scattering alone.

## 9. Beyond the Born approximation

In the plane, let \(\delta_j\) be the phase shift of the wave with angular momentum \(j\). Apart from a constant phase, the scattering amplitude is

\[
f(\theta)=\frac{1}{\sqrt{2\pi k}}\sum_{j=-\infty}^{\infty}(e^{2i\delta_j}-1)e^{ij\theta}.
\]

Write \(1-\cos\theta=\tfrac12|1-e^{i\theta}|^2\). The product \((1-e^{i\theta})f\) has Fourier coefficients proportional to \(e^{2i\delta_j}-e^{2i\delta_{j-1}}\), of modulus \(2|\sin(\delta_j-\delta_{j-1})|\). Parseval's theorem and \(\delta_{-j}=\delta_j\) then give

\[
\sigma=\int_0^{2\pi}|f|^2(1-\cos\theta)\,d\theta
=\frac4k\sum_{j=0}^{\infty}\sin^2(\delta_j-\delta_{j+1}).
\tag{12}
\]

The phase shifts follow from numerical integration of the radial wave equation, here with the mass held at \(m_F\). Averaging as in (11) gives these mobilities in \(\mathrm{cm^2/Vs}\):

| Potential | Repulsive line | Attractive line |
|---|---|---|
| Linear screening | \(1.00\times10^5\) | \(1.87\times10^5\) |
| Nonlinear screening | \(0.87\times10^5\) | \(1.99\times10^5\) |

Relative to the Born mobility, the linearly screened values are 15% lower for repulsion and 59% higher for attraction. In this constant-mass model the sign of the charge matters, and the Born rate cannot show it. The size of the asymmetry depends strongly on the fixed mass. If the local wavevector instead follows the two-band relation at energy \(E-V\), with terms in the gradient of \(V\) left out, linear screening gives \(1.32\times10^5\) (repulsive) and \(1.41\times10^5\) (attractive). The table therefore illustrates the failure of the Born approximation and is not a prediction for InAs.

The second row solves Poisson's equation numerically with the local density \(n(1-V/E_k)^{3/2}\), set to zero where \(V>E_k\), with \(E_k\) taken at \(k_F\). For small \(V\) the density change is \(-n[\tfrac32V/E_k-\tfrac38(V/E_k)^2]\). The quadratic term weakens the screening of a repulsive line and strengthens that of an attractive one, in line with the direction of both shifts. This density law is that of a parabolic band. Using the two-band density at the same Fermi level changes the second row to \(0.83\times10^5\) and \(2.12\times10^5\).

With ten times the line charge, \(V_0/E_k\simeq6\). For a repulsive line with the linearly screened potential retained, the partial-wave rate at \(k_F\) is only 0.12 of the Born rate. Equation (1) is then unusable, and linear screening is itself unjustified.

## 10. Other neglected effects

Each estimate below changes one thing and uses the Born approximation. Rates are taken at \(k=k_F\).

- **Shorter-range screening.** Multiplying \(L^{-2}\) in (3) by the static Lindhard function of a free-electron gas, \(\tfrac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|\) with \(x=q/2k_F\), raises the rate by 3%.
- **Bloch states.** The two-band states have s-like weight \(w_s=0.75\) and p-like weight \(w_p=0.25\). The overlap factor \((w_s+w_p\cos\theta)^2\) suppresses large-angle scattering and multiplies the rate by 0.74. Spin-orbit mixing, strong in InAs, is left out.
- **Temperature.** At 300 K, \(kT=0.026\) eV. With density and mass fixed, Fermi-Dirac averaging alone raises \(\langle\tau\rangle\) by 27%; the 2% longer \(L\) strengthens the scattering and reduces the net rise to 24%. If the mass instead follows the two-band model at each energy, \(\langle\tau\rangle\) rises by 16% and the mobility by only 7%.
- **Strain.** A pure edge dislocation has a dilatation of magnitude \(\frac{b}{2\pi}\frac{1-2\nu}{1-\nu}\frac{|\sin\varphi|}{r}\), with Burgers length \(b\), Poisson ratio \(\nu\), and \(\varphi\) here the position angle measured from the Burgers vector. It shifts the band edge by a deformation potential \(a_c\). This potential is odd in \(\mathbf r\), so its transform is imaginary, while that of the charge is real. The squared magnitudes add without interference. For rough values \(a_c=5\) eV, \(b=0.43\) nm and \(\nu=0.35\), with the same screening and averaged over orientation, strain adds 41% to the line-charge rate.
- **Discrete charges.** Evenly spaced charges can change \(k_z\) only by multiples of \(2\pi/d=2.5\ \mathrm{nm^{-1}}\). Energy conservation limits the transfer to \(2k_F=0.78\ \mathrm{nm^{-1}}\), so even spacing acts as a uniform line. Charges placed independently at random along the line also scatter as separate point charges, of density \(N/d=4\times10^{16}\ \mathrm{cm^{-3}}\), and add 31%.

## 11. What this means for the layer

Of the omissions estimated here, the donors are by far the largest. Take one ionized donor per electron, with the same screening length, and apply the three-dimensional golden rule. Donors alone then give \(1.0\times10^4\ \mathrm{cm^2/Vs}\), or \(1.45\times10^4\) if the Bloch overlap factor of section 10 is included with the full scattering angle. Without that factor, the Born line-charge rate at \(k_F\) is 6.5% of the donor rate. Adding the two rates inside the average (11) gives a mobility that the lines lower by about a tenth. This addition is an approximation, because donor scattering mixes the polar angles \(\alpha\); solving the coupled Boltzmann equation in spherical harmonics changes the reduction only from 9.8% to 10.2%. With the partial-wave rates of the linearly screened, constant-mass model, the reduction is 10% for repulsive lines and 6% for attractive ones.

The density \(N=10^{10}\ \mathrm{cm^{-2}}\) suits a strongly mismatched layer and is far above that of good bulk crystals. The line charge is a model choice, and the result is sensitive to it: in the Born regime the rate varies as its square, so halving it would quadruple the mobility in (11). With the partial-wave rates of the linearly screened, constant-mass model the gain is 4.0 for repulsive lines and 3.2 for attractive ones. Real layers break the assumption that charged lines are the only scatterers. In this example that moves the mobility from about \(10^5\) to about \(10^4\ \mathrm{cm^2/Vs}\), before phonons, piezoelectric fields and the dislocation cores are counted. A measured mobility of such a layer would therefore be a poor test of (1), unless the much larger donor contribution were known to within a few per cent.

Numerical values quoted here were computed with a short program.
